# Depletion boundaries as obstacle problems: where to apply the potential cap: verification in Python

```python
"""
Depletion boundary of a one-sided p+/n junction as an obstacle problem.
Result under test: the potential phi obeys phi <= V, -lap(phi) <= K and
(V-phi)*(K+lap(phi)) = 0, K = q*N/eps; projected Gauss-Seidel solves it.
For a complete cylinder of electrode radius rj and depletion radius rd,
  V = K/2*(rd^2*ln(rd/rj) - (rd^2-rj^2)/2),  E(rj) = K*(rd^2-rj^2)/(2*rj).
Lengths are in um, potentials in V, fields in V/um (100 V/um = 1 MV/cm).
The electrode is at 0 V, the neutral n region at V (total drop).
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.ndimage import map_coordinates
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags, identity
from scipy.sparse.linalg import spsolve

donors_cm3 = 1e16
eps_r = 9.7
rj = 1.0
V = 200.0
temperature = 300.0
eps = eps_r * const.epsilon_0
K = const.e * donors_cm3 * 1e6 / eps * 1e-12
vt = const.k * temperature / const.e


def cylinder_voltage(rd):
    return K / 2 * (rd**2 * np.log(rd / rj) - (rd**2 - rj**2) / 2)


def cylinder_field(r, rd):
    return K * (rd**2 - r**2) / (2 * r)


def full_cylinder(x, y):
    return x**2 + y**2 <= rj**2


def planar_with_round_edge(x, y):
    return (y >= 0) & (((x <= 0) & (y <= rj)) | (x**2 + y**2 <= rj**2))


def build(x0, x1, y0, y1, h, electrode, eps_depth=1.0, eps_above=1.0,
          surface_charge_length=0.0):
    """Cell-centred links; y > 0 is semiconductor, y < 0 a dielectric.
    Permittivities are relative to the lateral semiconductor value.
    surface_charge_length = fixed sheet density / donor density, in um."""
    x = x0 + h * (np.arange(round((x1 - x0) / h)) + 0.5)
    y = y0 + h * (np.arange(round((y1 - y0) / h)) + 0.5)
    X, Y = np.meshgrid(x, y, indexing="ij")
    metal = electrode(X, Y)
    links = []
    to_electrode = np.zeros_like(X)
    for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        XN, YN = X + dx * h, Y + dy * h
        inside = (XN > x0) & (XN < x1) & (YN > y0) & (YN < y1)
        eps_semi = eps_depth if dy else 1.0
        here = np.where(Y > 0, eps_semi, eps_above)
        there = np.where(YN > 0, eps_semi, eps_above)
        w = 2 * here * there / (here + there)
        cut = inside & ~metal & electrode(XN, YN)
        lo, hi = np.zeros(cut.sum()), np.ones(cut.sum())
        for _ in range(40):
            mid = (lo + hi) / 2
            hit = electrode(X[cut] + mid * h * dx, Y[cut] + mid * h * dy)
            hi = np.where(hit, mid, hi)
            lo = np.where(hit, lo, mid)
        w[cut] = here[cut] / np.maximum(hi, 1e-6)
        w[~inside | metal] = 0.0
        to_electrode[cut] += w[cut]
        links.append(w)
    diag = sum(links)
    diag[metal] = 1.0
    source = np.where((Y > 0) & ~metal, K * h * h, 0.0)
    first_row = (Y > 0) & (Y < h) & ~metal
    source[first_row] += K * h * surface_charge_length
    i, j = np.indices(X.shape)
    return SimpleNamespace(x0=x0, y0=y0, h=h, X=X, Y=Y, metal=metal,
                           links=links, diag=diag, source=source,
                           to_electrode=to_electrode, red=(i + j) % 2 == 0)


def neighbour_sum(p, phi):
    right, left, down, up = p.links
    s = np.zeros_like(phi)
    s[:-1] = right[:-1] * phi[1:]
    s[1:] += left[1:] * phi[:-1]
    s[:, :-1] += down[:, :-1] * phi[:, 1:]
    s[:, 1:] += up[:, 1:] * phi[:, :-1]
    return s


def energy(p, phi):
    return np.sum(phi * (p.diag * phi - neighbour_sum(p, phi)) / 2
                  - p.source * phi)


def best_omega(h, length):
    rho = (1 + np.cos(np.pi * h / length)) / 2
    return 2 / (1 + np.sqrt(1 - rho**2))


def projected_relaxation(p, cap, omega, tol=1e-6, check_energy=False):
    phi = np.where(p.metal, 0.0, cap)
    for sweep in range(1, 30001):
        largest = 0.0
        for colour in (p.red, ~p.red):
            target = (neighbour_sum(p, phi) + p.source) / p.diag
            new = np.minimum(cap, phi + omega * (target - phi))
            delta = np.where(colour, new - phi, 0.0)
            if check_energy:
                drop = energy(p, phi) - energy(p, phi + delta)
                bound = (1 / omega - 0.5) * np.sum(p.diag * delta**2)
                # the slack covers rounding in the two large energy sums
                assert drop >= bound - 1e-6
            phi = phi + delta
            largest = max(largest, np.abs(delta).max())
        if largest < tol:
            return phi, sweep
    raise AssertionError("relaxation did not converge")


def active_set(p, cap):
    """Independent solution by sparse direct solves; also returns the
    unconstrained potential of the first solve."""
    n = p.X.size
    idx = np.arange(n).reshape(p.X.shape)
    right, left, down, up = p.links
    parts = [(idx[:-1], idx[1:], right[:-1]), (idx[1:], idx[:-1], left[1:]),
             (idx[:, :-1], idx[:, 1:], down[:, :-1]),
             (idx[:, 1:], idx[:, :-1], up[:, 1:])]
    rows = np.concatenate([a.ravel() for a, _, _ in parts])
    cols = np.concatenate([b.ravel() for _, b, _ in parts])
    vals = np.concatenate([c.ravel() for _, _, c in parts])
    A = (diags(p.diag.ravel()) - coo_matrix((vals, (rows, cols)),
                                            shape=(n, n))).tocsr()
    b = p.source.ravel()
    active = np.zeros(n, bool)
    unconstrained = None
    for _ in range(200):
        D = diags(active.astype(float))
        M = (D + (identity(n) - D) @ A).tocsc()
        phi = spsolve(M, np.where(active, cap, b))
        if unconstrained is None:
            unconstrained = phi.reshape(p.X.shape)
        multiplier = b - A @ phi
        new_active = np.where(active, multiplier > 0, phi > cap)
        if np.array_equal(new_active, active):
            return phi.reshape(p.X.shape), unconstrained
        active = new_active
    raise AssertionError("active set did not settle")


def sample(p, field, x, y):
    return map_coordinates(field, [(x - p.x0) / p.h - 0.5,
                                   (y - p.y0) / p.h - 0.5],
                           order=1, mode="nearest")


def edge_on_ray(p, phi, degrees, origin_x=0.0, s_max=6.8):
    """Linear extrapolation of sqrt(V-phi) to zero along a ray."""
    a = np.radians(degrees)
    s = np.linspace(rj, s_max, 30001)
    u = V - sample(p, phi, origin_x + s * np.cos(a), s * np.sin(a))
    near, far = [s[np.nonzero(u >= K / 2 * (m * p.h)**2)[0][-1]]
                 for m in (4, 8)]
    return 2 * near - far


def electrode_field(p, phi, degrees):
    a, d = np.radians(degrees), 0.1
    s = rj + d * np.arange(1, 4)
    f = sample(p, phi, s * np.cos(a), s * np.sin(a))
    return (18 * f[0] - 9 * f[1] + 2 * f[2]) / (6 * d)


# ---- analytic cylinder and plane
rd = brentq(lambda r: cylinder_voltage(r) - V, 1.01 * rj, 20 * rj)
E_cyl = cylinder_field(rj, rd)
W_plane = np.sqrt(2 * V / K)
E_plane = K * W_plane
print(f"donor density {donors_cm3:.1e} cm^-3, eps_r {eps_r}")
print(f"junction radius {rj:.2f} um, total drop {V:.1f} V, T {temperature:.0f} K")
print(f"K = qN/eps: {K:.3f} V/um^2")
print(f"analytic cylinder: depletion radius {rd:.4f} um")
print(f"analytic cylinder: electrode field {E_cyl/100:.4f} MV/cm")
print(f"planar junction: depletion width {W_plane:.4f} um")
print(f"planar junction: peak field {E_plane/100:.4f} MV/cm")

# ---- algorithm on a coarse cylinder grid
box = 5.2
coarse = build(0, box, 0, box, 0.1, full_cylinder)
phi_gs, n_gs = projected_relaxation(coarse, V, 1.0, 1e-8, True)
om = best_omega(0.1, 5.0)
phi_sor, n_sor = projected_relaxation(coarse, V, om, 1e-8, True)
phi_as, phi_free = active_set(coarse, V)
diff_gs = np.abs(phi_gs - phi_as).max()
diff_sor = np.abs(phi_sor - phi_as).max()
assert diff_gs < 1e-4 and diff_sor < 1e-4
s = np.linspace(rj, box, 20001)
free_ray = sample(coarse, phi_free, s / np.sqrt(2), s / np.sqrt(2))
clipped_edge = s[np.nonzero(free_ray >= V)[0][0]]
assert rd - clipped_edge > 1.0
print(f"h=0.1 um: plain projected Gauss-Seidel {n_gs} sweeps")
print(f"h=0.1 um: over-relaxed, omega {om:.4f}, {n_sor} sweeps")
print(f"max difference from active set: {diff_gs:.1e}, {diff_sor:.1e} V")
print(f"clip after free solve (box {box} um): edge {clipped_edge:.3f} um")

# ---- cylinder validation under refinement
errors = []
for h in (0.1, 0.05, 0.025):
    p = build(0, box, 0, box, h, full_cylinder)
    phi, sweeps = projected_relaxation(p, V, best_omega(h, 5.0))
    R = np.clip(np.hypot(p.X, p.Y), rj, rd)
    exact = V - (K / 4 * (R**2 - rd**2) - K * rd**2 / 2 * np.log(R / rd))
    err = np.abs(phi - exact)[~p.metal].max()
    errors.append(err)
    e0, e45 = edge_on_ray(p, phi, 0, s_max=box), edge_on_ray(p, phi, 45)
    E_mean = np.sum(p.to_electrode * phi) / (np.pi * rj / 2)
    print(f"cylinder h={h:.3f} um: {sweeps} sweeps, max error {err:.4f} V")
    print(f"  edge at 0, 45 deg: {e0:.4f}, {e45:.4f} um; "
          f"mean field {E_mean/100:.4f} MV/cm")
assert errors[2] < 0.2 and errors[2] < errors[0] / 4
assert abs(e0 - rd) < h and abs(e45 - rd) < h
assert abs(E_mean / E_cyl - 1) < 0.01
E_local = [electrode_field(p, phi, a) for a in (0, 45)]
assert max(abs(e / E_cyl - 1) for e in E_local) < 0.015
print(f"  local field at 0, 45 deg: {E_local[0]/100:.4f}, "
      f"{E_local[1]/100:.4f} MV/cm")
residual = (p.source + neighbour_sum(p, phi)) / p.diag - phi
depleted = (phi < V) & ~p.metal
assert residual[~p.metal].min() > -1e-5
assert np.abs(residual[depleted]).max() < 1e-5

# ---- capacitance from a change of electrode charge
p = build(0, box, 0, box, 0.05, full_cylinder)
charge = []
for v in (V - 10, V + 10):
    phi, _ = projected_relaxation(p, v, best_omega(0.05, 5.0))
    charge.append(4 * eps * np.sum(p.to_electrode * phi))
C_num = (charge[1] - charge[0]) / 20 * 1e10
C_formula = 2 * np.pi * eps / np.log(rd / rj) * 1e10
assert abs(C_num / C_formula - 1) < 0.02
print(f"capacitance: solver {C_num:.4f}, formula {C_formula:.4f} pF/cm")

# ---- planar junction with a rounded edge
results = {}
for h in (0.05, 1 / 30):
    p = build(-7, 7, 0, 7, h, planar_with_round_edge)
    phi, sweeps = projected_relaxation(p, V, best_omega(h, 6.0))
    assert np.all(phi[-1] == V) and np.all(phi[:, -1] == V)
    fields = [electrode_field(p, phi, a) for a in (0, 45, 90)]
    edges = [edge_on_ray(p, phi, a) for a in (0, 45, 90)]
    depth = edge_on_ray(p, phi, 90, origin_x=-7 + h / 2) - rj
    results[h] = (fields, edges)
    assert abs(depth - W_plane) < 0.05
    if h == 0.05:
        surface_u = V - phi[:, 0]
        reach_base = p.X[surface_u > 1e-3, 0].max()
print(f"rounded edge, h={h:.4f} um, {sweeps} sweeps, angle from surface:")
for a, f, e in zip((0, 45, 90), fields, edges):
    print(f"  {a:2d} deg: field {f/100:.3f} MV/cm, edge radius {e:.3f} um")
print(f"  far planar depletion width {depth:.4f} um")
shift_f = max(abs(a - b) for a, b in zip(results[0.05][0], fields))
shift_e = max(abs(a - b) for a, b in zip(results[0.05][1], edges))
print(f"  mesh shift from h=0.05 um: {shift_f/100:.4f} MV/cm, {shift_e:.4f} um")
print(f"  surface field / cylinder field: {fields[0]/E_cyl:.4f}")
assert fields[0] > 1.3 * E_plane
assert shift_f < 0.03 * E_cyl and shift_e < 0.05

# ---- neglected electrostatic effects, all on the h = 0.05 um grid
base_f, base_e = results[0.05][0][1], results[0.05][1][1]
print(f"45 deg base, h=0.05 um: {base_f/100:.3f} MV/cm, edge {base_e:.3f} um")
eps_oxide, anisotropy, sheet_cm2 = 3.9, 1.06, 1e12
sheet_length = sheet_cm2 / donors_cm3 * 1e4
cases = (
    (f"oxide above, eps_r {eps_oxide}", -5, 14.0,
     dict(eps_above=eps_oxide / eps_r)),
    (f"depth/lateral eps {anisotropy}", 0, 6.0, dict(eps_depth=anisotropy)),
    (f"surface charge +{sheet_cm2:.0e} cm^-2", 0, 6.0,
     dict(surface_charge_length=sheet_length)))
for label, top, length, options in cases:
    p = build(-7, 7, top, 7, 0.05, planar_with_round_edge, **options)
    phi, _ = projected_relaxation(p, V, best_omega(0.05, length))
    print(f"  {label}: {electrode_field(p, phi, 45)/100:.3f} MV/cm, "
          f"edge {edge_on_ray(p, phi, 45):.3f} um")
reach_charged = p.X[V - phi[:, 0] > 1e-3, 0].max()
assert reach_charged < reach_base
print(f"  surface reach without, with charge: {reach_base:.3f}, "
      f"{reach_charged:.3f} um")

# ---- thermal tail: radial Poisson-Boltzmann equation by Newton's method
r = np.linspace(rj, 6.0, 2001)
dr = r[1] - r[0]
rc = np.minimum(r, rd)
u = K / 4 * (rc**2 - rd**2) - K * rd**2 / 2 * np.log(rc / rd)
u[0], u[-1] = V, 0.0
ri = r[1:-1]
outer, inner = (ri + dr / 2) / (ri * dr**2), (ri - dr / 2) / (ri * dr**2)
for _ in range(100):
    boltz = np.exp(-u[1:-1] / vt)
    F = (-outer * (u[2:] - u[1:-1]) + inner * (u[1:-1] - u[:-2])
         + K * (1 - boltz))
    band = np.zeros((3, ri.size))
    band[0, 1:] = -outer[:-1]
    band[1] = outer + inner + K / vt * boltz
    band[2, :-1] = -inner[1:]
    du = solve_banded((1, 1), band, -F)
    u[1:-1] += du
    if np.abs(du).max() < 1e-9:
        break
else:
    raise AssertionError("Newton iteration did not converge")
face = rj + dr / 2
rE = face * (u[0] - u[1]) / dr + K * (face**2 - rj**2) / 2
rd_thermal = np.sqrt(rj**2 + 2 * rE / K)
voltage_loss = V - cylinder_voltage(rd_thermal)
assert abs(voltage_loss / vt - 1) < 0.05
debye = np.sqrt(vt / K)
print(f"kT/q {vt*1e3:.3f} mV; Poisson-Boltzmann drop {voltage_loss*1e3:.3f} mV")
print(f"Debye length {debye:.4f} um; edge shift {(rd_thermal-rd)*1e3:.4f} nm")

# ---- finite p+ doping, avalanche and tunnelling with rough parameters
acceptors_cm3 = 1e19
p_width = E_cyl / (K * acceptors_cm3 / donors_cm3)
print(f"p+ side at {acceptors_cm3:.0e} cm^-3: {p_width*1e3:.2f} nm, "
      f"{E_cyl*p_width/2:.3f} V")
a_cm, b_cm = 1.6e7, 1.7e7
a_um, b_um = a_cm * 1e-4, b_cm * 1e-4


def avalanche_cylinder(edge):
    return quad(lambda x: a_um * np.exp(-b_um / cylinder_field(x, edge)),
                rj, edge, limit=200)[0]


def avalanche_plane(width):
    return quad(lambda x: a_um * np.exp(-b_um / (K * (width - x))),
                0, width, limit=200)[0]


bv_cyl = cylinder_voltage(brentq(lambda x: avalanche_cylinder(x) - 1, 2, 15))
w_bv = brentq(lambda x: avalanche_plane(x) - 1, 2, 30)
bv_plane = K * w_bv**2 / 2
assert V < bv_cyl < bv_plane
print(f"rough ionization a {a_cm:.1e} cm^-1, b {b_cm:.1e} V/cm")
print(f"ionization integral of cylinder: {avalanche_cylinder(rd):.4f}")
print(f"rough breakdown: cylinder {bv_cyl:.0f} V, plane {bv_plane:.0f} V")
gap_eV, mass = 3.2, 0.3
exponent = (4 * np.sqrt(2 * mass * const.m_e) * (gap_eV * const.e)**1.5
            / (3 * const.e * const.hbar * E_cyl * 1e6))
print(f"tunnelling exponent (gap {gap_eV} eV, mass {mass} m_e): {exponent:.1f}")
print("all good")
```

It prints:

```
donor density 1.0e+16 cm^-3, eps_r 9.7
junction radius 1.00 um, total drop 200.0 V, T 300 K
K = qN/eps: 18.655 V/um^2
analytic cylinder: depletion radius 4.5447 um
analytic cylinder: electrode field 1.8332 MV/cm
planar junction: depletion width 4.6306 um
planar junction: peak field 0.8638 MV/cm
h=0.1 um: plain projected Gauss-Seidel 4343 sweeps
h=0.1 um: over-relaxed, omega 1.9150, 250 sweeps
max difference from active set: 2.7e-06, 2.1e-08 V
clip after free solve (box 5.2 um): edge 1.937 um
cylinder h=0.100 um: 202 sweeps, max error 0.1984 V
  edge at 0, 45 deg: 4.5295, 4.5322 um; mean field 1.8320 MV/cm
cylinder h=0.050 um: 404 sweeps, max error 0.0553 V
  edge at 0, 45 deg: 4.5428, 4.5403 um; mean field 1.8325 MV/cm
cylinder h=0.025 um: 776 sweeps, max error 0.0146 V
  edge at 0, 45 deg: 4.5445, 4.5444 um; mean field 1.8332 MV/cm
  local field at 0, 45 deg: 1.8331, 1.8316 MV/cm
capacitance: solver 3.5647, formula 3.5644 pF/cm
rounded edge, h=0.0333 um, 729 sweeps, angle from surface:
   0 deg: field 1.798 MV/cm, edge radius 4.588 um
  45 deg: field 1.737 MV/cm, edge radius 4.665 um
  90 deg: field 1.321 MV/cm, edge radius 5.157 um
  far planar depletion width 4.6187 um
  mesh shift from h=0.05 um: 0.0041 MV/cm, 0.0008 um
  surface field / cylinder field: 0.9805
45 deg base, h=0.05 um: 1.738 MV/cm, edge 4.664 um
  oxide above, eps_r 3.9: 1.683 MV/cm, edge 4.760 um
  depth/lateral eps 1.06: 1.723 MV/cm, edge 4.707 um
  surface charge +1e+12 cm^-2: 1.826 MV/cm, edge 4.563 um
  surface reach without, with charge: 4.525, 3.425 um
kT/q 25.852 mV; Poisson-Boltzmann drop 25.635 mV
Debye length 0.0372 um; edge shift -0.1997 nm
p+ side at 1e+19 cm^-3: 9.83 nm, 0.901 V
rough ionization a 1.6e+07 cm^-1, b 1.7e+07 V/cm
ionization integral of cylinder: 0.0143
rough breakdown: cylinder 401 V, plane 1336 V
tunnelling exponent (gap 3.2 eV, mass 0.3 m_e): 116.8
all good
```
